# Total-energy gaps and generalized Kohn–Sham band gaps in crystals

Suppose a functional gives too small a band gap for a semiconductor. If the eigenvalue gap were only an auxiliary quantity, one could hope to repair it by computing the total energies of large cells with one electron added and one removed. The repair fails: for delocalized charges, growing cells lead back to the eigenvalue gap of the same functional. Any difference found in a finite cell is then a size effect, and reading it as an improvement gives a gap that depends on the cell chosen.

Hartree atomic units are used. Let the crystal have $M$ cells, periodic boundary conditions, fixed nuclei and $N$ electrons in its neutral insulating state. The ionization energy, electron affinity and total-energy gap are

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),$$

$$I-A=E(N-1)+E(N+1)-2E(N).$$

A charged periodic cell needs a neutralizing background, and the average electrostatic potential is set to the same value in all three calculations. A common shift $C$ of the potential adds $CN'$ to the energy of $N'$ electrons. It cancels in $I-A$, because $(N-1)+(N+1)-2N=0$.

The approximate energy is a functional of the density matrices of the two spins,

$$P_\sigma(\mathbf r,\mathbf r')=\sum_i f_{i\sigma}\,\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r').$$

Its derivative $F_\sigma$ is defined by $\delta E=\sum_\sigma\mathrm{Tr}(F_\sigma\,\delta P_\sigma)$, and the generalized Kohn–Sham equations are $F_\sigma\phi_{i\sigma}=\varepsilon_{i\sigma}\phi_{i\sigma}$. For a semilocal functional of the density, $F$ contains a multiplicative potential. For a hybrid it contains a nonlocal exchange operator, and for a meta-GGA a differential operator. The essential assumption is that $F$ does not jump when the electron number passes through $N$. With $\varepsilon_c$ and $\varepsilon_v$ the lowest empty and highest filled levels of the neutral crystal, the claim is

$$\lim_{M\to\infty}(I-A)=\varepsilon_c-\varepsilon_v\equiv G,$$

provided the added electron and the hole stay in delocalized Bloch states.

The link between energies and eigenvalues is Janak's theorem. Occupy the conduction-edge orbital by a fraction $f$ and keep the energy stationary with respect to all orbitals. Then

$$\frac{dE}{df}=\mathrm{Tr}\!\left(F\frac{dP}{df}\right)
=\langle\phi_c|F|\phi_c\rangle+\sum_i f_i\left[\left\langle\frac{d\phi_i}{df}\middle|F\middle|\phi_i\right\rangle+\text{c.c.}\right],$$

where the sums include spin. Since $F\phi_i=\varepsilon_i\phi_i$, the bracket equals $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/df$, which vanishes because the orbitals stay normalized. Hence $dE/df=\varepsilon_c(f)$. The same argument holds for the valence-edge orbital, whose occupation rises from 0 to 1 between $N-1$ and $N$ electrons. Integration gives

$$E(N+1)-E(N)=\int_0^1\varepsilon_c(f)\,df,\qquad
E(N)-E(N-1)=\int_0^1\varepsilon_v(f)\,df .$$

Subtracting the second from the first gives $I-A$. These relations hold for a finite cell too. What is special about the infinite crystal is that the levels stop moving while they are being filled. The neutral values are $\varepsilon_c(0)$ and $\varepsilon_v(1)$, and it remains to find how far the integrals depart from them.

First add the electron without letting any orbital change, so that $\delta P=\phi_c\phi_c^*$ in one spin channel. The first-order energy is $\mathrm{Tr}(F\delta P)=\varepsilon_c$. For the rest, take a functional with Hartree energy, a fraction $\alpha$ of exact exchange, and a local exchange energy density $e_x(n_\sigma)$ with weight $1-\alpha$. Let $\rho=|\phi_c|^2$ and let $v$ be the electron repulsion. The Hartree energy is quadratic in the density, so its remainder is

$$\frac12\iint\rho(\mathbf r)v(\mathbf r-\mathbf r')\rho(\mathbf r')\,d\mathbf r\,d\mathbf r'\equiv\frac J2 .$$

Exact exchange is $-\frac{\alpha}{2}\sum_\sigma\iint v|P_\sigma|^2$. The part quadratic in $\delta P$ contains $|\phi_c(\mathbf r)\phi_c^*(\mathbf r')|^2=\rho(\mathbf r)\rho(\mathbf r')$ and equals $-\alpha J/2$. A Taylor expansion of the local term supplies $\frac12e_x''\rho^2$. Together,

$$R_c^{\text{frozen}}=(1-\alpha)\left[\frac J2+\frac12\int e_x''(n_\sigma)\,\rho^2\,d\mathbf r\right]+O(\rho^3).$$

This is the self-interaction of the added electron. When the same $v$ enters both terms, as here, it vanishes for $\alpha=1$: exchange cancels the Hartree term and no local exchange is left.

For a Bloch orbital, $\rho(\mathbf r)=g(\mathbf r)/M$, where $g$ has the lattice period and integrates to one over a cell. The local term becomes $M\cdot M^{-2}$ times an integral over one cell, so it is $O(1/M)$ as long as $e_x''$ is bounded, which requires a density that does not vanish inside the crystal. A short-range $v$ also gives $J=O(1/M)$: one integration runs over all $M$ cells, the other over a fixed neighbourhood.

The bare Coulomb repulsion decays too slowly for that count. In a cube of edge $L$, let $\rho\le C/L^3$. The potential of $\rho$ at any point is largest if the permitted volume is gathered into a ball around that point, with radius $R=(3/4\pi)^{1/3}L$. Therefore

$$J\le\max_{\mathbf r}\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r'
\le\frac{C}{L^3}\int_0^R\frac{4\pi r^2}{r}\,dr=\frac{2\pi CR^2}{L^3}=O(1/L).$$

In a periodic cell with background, the Hartree part is smaller. The uniform component of $\rho$ is compensated and the lattice-periodic rest gives $O(1/M)$. The exchange part, with its kernel cut off at the size of the cell, keeps the $O(1/L)$ bound, so the two no longer cancel at $\alpha=1$. In either setting the frozen remainder vanishes, but only slowly where a term of order $1/L$ is present.

The other electrons now respond. The change of $P$ cannot simply be called small: as an operator, $\phi_c\phi_c^*$ has norm one for every $M$. What becomes small is the interaction it produces. Let $W$ be the first-order change of $F$ caused by $\delta P$, and let $x_{ai}$ be the amplitude with which filled orbital $i$ mixes with empty orbital $a$. The original orbitals diagonalize $F$, so the term linear in $x$ contains $W$ alone. To second order,

$$\Delta E_{\text{relax}}=2\,\mathrm{Re}\sum_{ai}x_{ai}^*W_{ai}+Q(x).$$

On the delocalized branch $\rho$ has the lattice period, so $W$ conserves crystal momentum. The added electron is not mixed with neighbouring states of its own band, which lie arbitrarily close in energy, and the relevant excitations have a finite direct gap. Assume that the crystal is stable against them, $Q(x)\ge\gamma\sum|x_{ai}|^2$, with $\gamma>0$ independent of $M$. Completing the square, and noting that $x=0$ is allowed, gives

$$-\frac1\gamma\sum_{ai}|W_{ai}|^2\le\Delta E_{\text{relax}}\le0 .$$

The multiplicative part $W_{\text{m}}$ of $W$ comes from the compensated Hartree potential and the local exchange potential, and is of size $1/M$ everywhere. Completeness gives $\sum_a|\langle a|W_{\text m}|i\rangle|^2\le\langle i|W_{\text m}^2|i\rangle=O(1/M^2)$. There are $O(M)$ filled orbitals, so the total is $O(1/M)$. The exchange part is $W_x(\mathbf r,\mathbf r')=-\alpha v(\mathbf r-\mathbf r')\phi_c(\mathbf r)\phi_c^*(\mathbf r')$, and its matrix elements obey

$$\sum_{ai}|\langle a|W_x|i\rangle|^2\le\alpha^2\iint v^2(\mathbf r-\mathbf r')\,\rho(\mathbf r)\rho(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

This is $O(1/M)$ for a short-range repulsion. For the Coulomb kernel the ball argument, with $1/r^2$ in place of $1/r$, gives at most $\alpha^2\,4\pi CR/L^3=O(1/L^2)$. Cross terms between the two parts obey $|a+b|^2\le2|a|^2+2|b|^2$ and do not change the conclusion. Relaxation therefore disappears as well, at this leading order and for a periodic cell.

Removing the valence-edge orbital changes the sign of $\delta P$. The first-order energy is $-\varepsilon_v$, while the quadratic terms keep their form. Thus

$$E(N+1)=E(N)+\varepsilon_c+R_c,\qquad E(N-1)=E(N)-\varepsilon_v+R_v,$$

$$I-A=G+R_c+R_v,\qquad R_c,R_v\to0,$$

which is the stated result. If several bands meet at the edge, the added charge may occupy any combination of the degenerate orbitals at that crystal momentum. All have the same $\varepsilon$ and a frozen remainder that vanishes. No gap hinders their mixing with one another, but the interaction that mixes them vanishes with size as well, so the limit is unchanged.

The physical content is that a charge spread over the whole crystal does not feel itself. The energy as a function of fractional charge then becomes straight on each side of $N$, with slopes $\varepsilon_v$ and $\varepsilon_c$, even for a functional that gives a curved line in a small molecule. This straightness is no evidence that the slopes are right. The equality joins two numbers from one functional, and an error in the band gap is equally an error in its total-energy differences.

A ring of two-site cells shows the sizes of the terms. Its parameters are round numbers, not those of a material. Site energies alternate between $+0.05$ and $-0.05$ hartree. The hopping matrix elements are $-0.10$ hartree within a cell and $-0.06$ hartree between cells. Sites $i$ and $j$, separated by $d_{ij}$ steps along the shorter way round, repel with $v_{ij}=0.10\,e^{-d_{ij}/2}$ hartree. With $h$ the one-electron matrix, $n_i$ the total occupation of a site and $c=0.05$ hartree,

$$E=\sum_\sigma\mathrm{Tr}(hP_\sigma)+\frac12\sum_{ij}(n_i-1)v_{ij}(n_j-1)$$

$$\qquad-\frac\alpha2\sum_{\sigma ij}v_{ij}|P_{\sigma,ij}|^2-(1-\alpha)c\sum_{i\sigma}n_{i\sigma}^{4/3}.$$

The neutral ring has $N=2M$ electrons. The repulsion has short range, so the charged rings need no further background. The equations were iterated to self-consistency for $N-1$, $N$ and $N+1$ electrons. The density matrix was averaged over lattice translations in each cycle, which imposes the delocalized branch and leaves open whether a localized state lies lower. The gaps $G$ and the differences $D=I-A-G$, in hartree, are:

| $\alpha$ | $G$, $M=80$ | $D$, $M=20$ | $D$, $M=40$ | $D$, $M=80$ |
|---|---|---|---|---|
| 0 | 0.1239 | 0.00896 | 0.00447 | 0.00223 |
| 0.25 | 0.1359 | 0.00668 | 0.00333 | 0.00167 |
| 1 | 0.1727 | −0.00035 | −0.00017 | −0.00008 |

Each doubling of $M$ halves $D$ to within one unit of the last digit shown. If $D=a/M+b/M^2$, the combination $2D(80)-D(40)$ removes $a$. It is below $5\times10^{-6}$ hartree in magnitude for all three functionals. The gap itself varies by about 0.05 hartree between them, so the equality holds for three quite different gaps and cannot select the best one.

For $\alpha=0.25$ and $M=80$ the parts can be followed separately. The energies are $I=0.120080$ and $A=-0.017475$ hartree, and the edges are $\varepsilon_v=-0.119201$ and $\varepsilon_c=0.016689$ hartree. Therefore

$$I-A=0.120080+0.017475=0.137555\ \text{hartree}=3.743\ \text{eV},$$

$$G=0.016689+0.119201=0.135890\ \text{hartree}=3.698\ \text{eV}.$$

The electron contributes $R_c=-A-\varepsilon_c=0.000786$ hartree to the difference, and the hole $R_v=I+\varepsilon_v=0.000879$ hartree. On the lattice $e_x''=-\frac49c\,n_{i\sigma}^{-2/3}$, so the frozen remainder is

$$R_c^{\text{frozen}}\simeq(1-\alpha)\left[\frac12\sum_{ij}\rho_iv_{ij}\rho_j-\frac29c\sum_i n_{i\sigma}^{-2/3}\rho_i^2\right]=7.99\times10^{-4}\ \text{hartree}.$$

Evaluating the full functional with the frozen orbital added gives $8.01\times10^{-4}$ hartree. The excess of 0.2 percent comes from the higher derivatives of the local exchange. Relaxation contributes $-0.14\times10^{-4}$ hartree, which brings the sum to $R_c$. Here the self-repulsion of the added electron outweighs the response of the others. At $\alpha=1$ the frozen term is absent and only the negative relaxation remains, which is why the last row of the table has the opposite sign.

The integral over the occupation applies to small rings as well. For $\alpha=0.25$ and $M=10$, five-point Gauss–Legendre integration of the self-consistent edge levels gives $0.0230835$ hartree for the added electron and $-0.1262155$ hartree for the valence orbital. Their difference is $I-A=0.149299$ hartree, whereas $G=0.136007$ hartree in the same ring. Janak's theorem thus holds while the two gaps still differ by about 0.013 hartree: the theorem alone does not give the equality; the limit does.

The table's decay in $1/M$ was found for a short-range repulsion and does not carry over to every Coulomb calculation. For the bare Coulomb repulsion in a finite cube, take an orbital density that is a product of equal factors in $x$, $y$ and $z$,

$$\rho_1(x)\propto\sin^2\!\left(\frac{\pi x}{L}\right)\left[1+\frac12\cos\!\left(\frac{2\pi x}{a}\right)\right],\qquad a=10\ \text{bohr}.$$

Writing $1/r=(2/\sqrt\pi)\int_0^\infty e^{-s^2r^2}ds$ reduces $J$ to one-dimensional integrals, which were done by quadrature. The product $JL$ is 3.08, 3.05 and 3.05 hartree bohr for $L=40$, 80 and 160 bohr, in accord with the $1/L$ law. At $L=160$ bohr, $J=0.01906$ hartree. With $\alpha=0.25$ the Coulomb part of the frozen remainder is then $0.75\times0.01906/2=0.0071$ hartree, or about 0.19 eV, although the cube holds $16^3=4096$ cells. This is an unscreened contribution without a background, not the full error of a supercell calculation, but it shows why such energies must be extrapolated in the cell size.

The equality in general fails when the edge orbital is localized, since $\rho$ then does not thin out as the crystal grows. Lower one site of the upper sublattice by 0.20 hartree in the ring with $\alpha=0$, and drop the translational averaging. The lowest empty orbital is now bound around the impurity, with 28 percent of its weight on the impurity site and 40 percent on the neighbouring site of the same cell. Its remainder $E(N+1)-E(N)-\varepsilon_{\text{empty}}$ is 0.0207 hartree for both $M=20$ and $M=40$. In the perfect ring the corresponding remainder falls from 0.0043 to 0.0021 hartree. For a defect level, therefore, an eigenvalue and a charging energy of the same functional can differ even in an infinite host.

A perfect crystal can also localize a charge, by self-trapping. The delocalized state then remains a stationary solution, but it is no longer the lowest. If the neutral crystal keeps its periodic ground state, so that $E(N)$ is unchanged, then $E_{\min}(N\pm1)\le E_{\text{deloc}}(N\pm1)$ implies $\lim(I-A)_{\min}\le G$ for the gap from the true minima. If the nuclei are allowed to move, their relaxation around a trapped charge lowers the energies further, and the fixed-nuclei statement no longer describes the calculation.

A second failure arises when a functional with exact exchange is evaluated with a multiplicative potential. Let $h_s$ be the one-electron Hamiltonian whose local potential minimizes $E$. Its orbitals obey $h_s\phi_i=\varepsilon_i^s\phi_i$, but they do not diagonalize $F$. Adding $\phi_c$ costs $\langle c|F|c\rangle$ to first order, and removing $\phi_v$ yields $-\langle v|F|v\rangle$. Apart from a constant, which leaves the orbitals unchanged, the potential readjusts by an amount of order $1/M$. The neutral energy is stationary under this change, and the shift of the edge orbital alters its own energy by $O(1/M)$, so both effects vanish in the limit. Inserting $F=h_s+(F-h_s)$ gives

$$I-A\to\varepsilon_c^s-\varepsilon_v^s+\Delta,\qquad
\Delta=\langle c|F-h_s|c\rangle-\langle v|F-h_s|v\rangle .$$

In the ring with $\alpha=1$, the potential consists of one staggered site energy for each spin, found by numerical minimization. For $M=40$ the Kohn–Sham gap is 0.126831 hartree and $\Delta=0.045025$ hartree. Their sum, 0.171856 hartree, agrees with $I-A=0.171788$ hartree up to a difference that vanishes with size. The Kohn–Sham gap alone misses about a quarter of the energy gap. The word "generalized" in the result is therefore essential for hybrids: the operator must be the derivative with respect to the density matrix. For a functional of the density and its gradient alone, such as LDA or a GGA, $F=h_s$, and $\Delta$ is zero.

The same reasoning shows what happens if the potential itself jumps by a constant $\Delta_{xc}$ as the electron number passes $N$. The level being filled is then $\varepsilon_c+\Delta_{xc}$ from the first fraction of an electron onward, and the limit becomes $I-A=G+\Delta_{xc}$. Delocalization cannot remove this term, because the jump does not shrink with the density of the added electron. The continuity of $F$ and the spreading of the charge are thus separate conditions, and the derivation needs both.
